# Diffuse-mismatch phonon transmission from detailed balance and memory loss

A transmission probability is a pure number. Suppose that, at angular frequency $\omega$, an interface between solids A and B has forgotten everything about an arriving phonon except its frequency, and that each solid enters only through its available phonon flux $I_A$ or $I_B$. These fluxes have the same dimension, so the probability of passing from A to B can depend only on their ratio:

$$
\tau_{AB}=f(r),\qquad r=\frac{I_B}{I_A}.
$$

Exchanging the labels gives $\tau_{BA}=f(1/r)$. Two conditions then fix $f$. Balance of the two crossing fluxes in equilibrium, $I_A\tau_{AB}=I_B\tau_{BA}$, requires $f(r)=r f(1/r)$. Loss of memory of the side of origin requires the chance of ending in B to be the same for a phonon from A, $f(r)$, as for one from B, $1-f(1/r)$. Hence $f(1/r)=1-f(r)$, so that $f(r)=r[1-f(r)]$ and

$$
f(r)=\frac{r}{1+r},\qquad
\tau_{AB}=\frac{I_B}{I_A+I_B}.
$$

It remains to define the flux, to establish the balance condition, and to see what memory loss implies.

Take harmonic solids, a flat mean interface of large area, and elastic scattering, which keeps $\omega$ fixed. Let $z$ be the normal coordinate and $v_z$ the group velocity along it. The available flux of side $s$ is the number of phonons per unit area, time and angular frequency that would reach the interface if every mode held one phonon:

$$
I_s(\omega)=\sum_j\int_{\rm toward}\frac{d^3k}{(2\pi)^3}
|v_z|\,\delta[\omega-\omega_j(\mathbf k)].
$$

Here $j$ labels branches and the integral includes only modes moving toward the interface. The actual number flux is $I_s$ times the occupation $n$. At fixed wavevector parallel to the interface, $|v_z|\,dk_z=d\omega$. The velocity therefore cancels against the density of states along $z$, and each open incoming channel contributes $1/(2\pi)$:

$$
I_s(\omega)=\frac{M_s(\omega)}{2\pi},
$$

where $M_s$ is the number of open channels per unit area. "Available flux" thus means a count of channels, not a density of states and not a heat flux.

For an isotropic branch whose frequency rises steadily with wavevector, the surface of constant frequency is a sphere of radius $k_j(\omega)$. Its incoming half projects onto a disk of area $\pi k_j^2$. Dividing by $(2\pi)^2$ counts the channels, so

$$
M_s=\frac{1}{4\pi}\sum_j k_j^2,\qquad
I_s=\frac{1}{8\pi^2}\sum_j k_j^2.
$$

If $\omega=v_jk$, this becomes $I_s=\omega^2S_s/(8\pi^2)$ with $S_s=\sum_jv_j^{-2}$. The slower solid has the larger available flux, because at a given frequency its wavevectors are longer and it has more channels.

Now let $P(f|i)$ be the probability that incoming channel $i$ feeds outgoing channel $f$. Since each channel carries the same flux per unit occupation, $P$ also maps incoming occupations to outgoing ones. Conservation of energy at fixed frequency gives $\sum_fP(f|i)=1$. In equilibrium all incoming channels at $\omega$ have the same occupation, and all outgoing channels must have it too, so $\sum_iP(f|i)=1$. Add this second condition over the outgoing channels of B. There are $M_B$ of them per unit area, filled by transmission from A and by reflection in B:

$$
M_B=M_A\tau_{AB}+M_B(1-\tau_{BA}).
$$

Cancelling $M_B$ gives $M_A\tau_{AB}=M_B\tau_{BA}$, the required balance of crossing fluxes. The transmissions here are averages over the incoming channels of each side.

Complete memory loss means that $P(f|i)=p(f)$ does not depend on $i$. The equilibrium condition then reads $(M_A+M_B)p(f)=1$, with the $M_s$ taken for unit area, so every outgoing channel is equally likely:

$$
p(f)=\frac{1}{M_A+M_B}.
$$

Summing over the outgoing channels of B gives

$$
\boxed{\tau_{AB}=\frac{M_B}{M_A+M_B}=\frac{I_B}{I_A+I_B}},\qquad
\tau_{BA}=\frac{I_A}{I_A+I_B}.
$$

The transmission is the opposite side's fraction of the total available flux. It is defined where the incident side has channels. If only the opposite side lacks them, the transmission is zero.

A random unitary scattering matrix conserves energy and has no preferred channel, which makes it a wave model of this memory loss. With 12 channels on A and 5 on B, an average over 4000 such matrices gave $\tau_{AB}=0.2939$, against $5/17=0.2941$. Time-reversal symmetry adds a correction when channels are few. The return of a wave into the reverse of its own incoming channel is then fed by pairs of opposite paths with equal amplitudes. Two equal amplitudes $a$ give an intensity $|2a|^2=4|a|^2$, whereas two paths with unrelated phases give $2|a|^2$ on average. The return channel therefore has probability $2p$, and for $N$ channels in all, $(N-1)p+2p=1$ gives $p=1/(N+1)$. For 12 and 5 channels the transmission becomes $5/18=0.2778$; the reciprocal random matrices gave 0.2781. The correction vanishes as the interface area, and with it $N$, grows.

Balance without memory loss does not give the boxed result. Consider shear waves at a perfectly flat interface, polarized parallel to it and perpendicular to the plane of incidence. For an incident wave of unit amplitude, continuity of displacement gives $1+R=t$, and continuity of shear stress gives $Z_A(1-R)=Z_Bt$, where $Z=\rho v\cos\theta$, $\rho$ is the density and $\theta$ the angle from the normal. Hence $R=(Z_A-Z_B)/(Z_A+Z_B)$, and the transmitted energy fraction is

$$
1-R^2=\frac{4Z_AZ_B}{(Z_A+Z_B)^2}
$$

where both waves propagate, and zero under total reflection. The flux-weighted average over angle is an average over $\sin^2\theta$ from 0 to 1. For the germanium and silicon parameters given below, it is 0.3136 from germanium and 0.8684 from silicon. Weighted by $v^{-2}$, the two crossing fluxes agree, as balance demands. But the transmissions add to 1.182, whereas memory loss requires 1. For this single branch the diffuse value from germanium is 0.2653.

To obtain heat flow, let the phonons arriving from A and B have Bose occupations $n(\omega,T_A)$ and $n(\omega,T_B)$. The net heat flux is

$$
q=\int_0^\infty d\omega\,\hbar\omega
\left[I_A\tau_{AB}n(\omega,T_A)-I_B\tau_{BA}n(\omega,T_B)\right].
$$

Both products of flux and transmission equal $I_AI_B/(I_A+I_B)$. For a small temperature difference the conductance per unit area, $G=q/(T_A-T_B)$, is therefore

$$
G=\int_0^\infty d\omega\,\hbar\omega
\frac{\partial n}{\partial T}\frac{I_AI_B}{I_A+I_B}.
$$

At low temperature only the linear parts of the branches are occupied. Put $x=\hbar\omega/k_BT$, so that $\partial n/\partial T=(x/T)e^x/(e^x-1)^2$. The factors $\hbar\omega$, $\omega^2$ and $d\omega$ supply $k_BTx$, $(k_BT/\hbar)^2x^2$ and $(k_BT/\hbar)dx$, so

$$
G=\frac{1}{8\pi^2}\frac{S_AS_B}{S_A+S_B}
\frac{k_B^4T^3}{\hbar^3}
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx.
$$

Integration by parts turns the integral into $4\int_0^\infty x^3/(e^x-1)\,dx$. Expanding the denominator in powers of $e^{-x}$ gives $4\sum_{m\ge1}6/m^4=24\pi^4/90=4\pi^4/15$. Thus

$$
G=\frac{\pi^2k_B^4T^3}{30\hbar^3}\frac{S_AS_B}{S_A+S_B}.
$$

At high temperature $\hbar\omega\,\partial n/\partial T$ tends to $k_B$, and $G$ levels off at a value set by the channels the two solids share in frequency.

For a numerical case let A be germanium and B silicon, with rough typical elastic constants $(c_{11},c_{12},c_{44})$ of $(129,48,67)$ and $(166,64,80)$ GPa and densities of 5.32 and 2.33 g/cm³. The isotropic model uses the Voigt averages $K=(c_{11}+2c_{12})/3$ for the bulk modulus and $\mu=(c_{11}-c_{12}+3c_{44})/5$ for the shear modulus, with $v_L=\sqrt{(K+4\mu/3)/\rho}$ and $v_T=\sqrt{\mu/\rho}$. The longitudinal and transverse speeds are 5.313 and 3.256 km/s in germanium, and 9.011 and 5.418 km/s in silicon. With two transverse branches each, $S_A=0.2241$ and $S_B=0.0804$ (km/s)$^{-2}$, so at low frequency

$$
\tau_{AB}=\frac{0.0804}{0.2241+0.0804}=0.264.
$$

The reverse transmission is 0.736. Keeping the same elastic constants but using the full cubic anisotropy at a (001) interface changes 0.264 to 0.262.

At higher frequency the branches bend. The model takes

$$
\omega_j(k)=\frac{2v_jk_{\rm max}}{\pi}
\sin\left(\frac{\pi k}{2k_{\rm max}}\right),
\qquad 0\le k\le k_{\rm max},
$$

where $k_{\rm max}$ is the radius of a sphere that holds one state per primitive cell for each acoustic branch. It is 10.93 nm$^{-1}$ for germanium and 11.39 nm$^{-1}$ for silicon. The longitudinal and transverse cutoffs are 5.89 and 3.61 THz in germanium, and 10.40 and 6.25 THz in silicon. At 3 THz the wavevectors in germanium are 3.722 and 6.837 nm$^{-1}$, so

$$
M_A=\frac{3.722^2+2(6.837)^2}{4\pi}=8.54\ {\rm nm}^{-2}.
$$

Silicon has 2.45 nm$^{-2}$, and $\tau_{AB}=2.45/(8.54+2.45)=0.223$. This is below the low-frequency value because germanium, closer to its cutoffs, gains channels faster. At 3.61 THz its transverse branches close and $\tau_{AB}$ jumps upward. At 5 THz the channel densities are 3.97 and 8.24 nm$^{-2}$, and $\tau_{AB}=0.675$. At 8 THz germanium has no acoustic channels, and the model gives $\tau_{BA}=0$. Real germanium has optical modes at this frequency, so this zero belongs to the acoustic-only model and not to the crystal.

The resulting conductance at 300 K is 120 MW/(m² K), or 12.0 kW/(cm² K). The numerical output also lists this conductance as 12045 with the unit kW/(cm² K); that unit is wrong and should read W/(cm² K). At 400 K the conductance is 123 MW/(m² K), close to levelling off. At 2 K the full integral gives 4.829 kW/(m² K) and the cubic law 4.827 kW/(m² K).

These conductances refer to the temperatures of the incoming phonons. A local temperature beside the interface also counts the outgoing ones. By memory loss, the outgoing occupation is the same on both sides:

$$
n_{\rm out}=\frac{I_An_A+I_Bn_B}{I_A+I_B}
=n_A-\tau_{AB}\Delta n=n_B+\tau_{BA}\Delta n,
$$

with $\Delta n=n_A-n_B$. Half the modes on each side are incoming and half outgoing. The mean occupations are therefore $n_A-\tau_{AB}\Delta n/2$ and $n_B+\tau_{BA}\Delta n/2$, and they differ by $\Delta n/2$, since the transmissions add to one. If local temperature is defined by the total energy density, each side must be averaged with its own spectral heat capacity:

$$
\frac{\Delta T_{\rm local}}{\Delta T_{\rm incoming}}
=1-\frac{\langle\tau_{AB}\rangle_A+\langle\tau_{BA}\rangle_B}{2}.
$$

At 300 K the averages are 0.335 and 0.140, and the ratio is 0.763 rather than one half. The two averages weight frequencies differently, and the silicon average includes modes above 5.89 THz, whose transmission is zero in this model. These modes carry about 65% of the model's silicon heat capacity, so the ratio depends strongly on the neglect of germanium's higher-frequency modes. Referred to local temperatures, the same heat flow corresponds to $120/0.763=158$ MW/(m² K).

This distinction also settles the case of identical solids. The formula gives $\tau_{AB}=1/2$, and even with local temperatures the conductance is finite, equal to $2G$. A plane that erases memory still scatters, whatever lies on its two sides. The formula does not describe the absence of an interface, for which the transmission is 1.

Elastic scattering is a further restriction. As a contrasting model, let the interface also erase the memory of frequency, while conserving total energy and re-emitting phonons at one temperature $T_i$. With $H_s=\int d\omega\,\hbar\omega I_s\,\partial n/\partial T$, energy balance reads $H_A(T_A-T_i)=H_B(T_i-T_B)$. Solving for $T_i$ and inserting it in either side gives

$$
G_{\rm mix}=\frac{H_AH_B}{H_A+H_B}.
$$

This is never smaller than the elastic $G$. For positive $a$ and $b$, $ab/(a+b)$ is the minimum over $y$ of $y^2a+(1-y)^2b$, reached at $y=b/(a+b)$. Full mixing uses one $y$ for all frequencies, whereas elastic scattering minimizes at each frequency separately. Here $G_{\rm mix}=202$ MW/(m² K), 68% above the elastic result. It shows how much the assumption matters, but does not predict the rate of anharmonic scattering.

The elastic constants and densities are close to those of the real crystals, but the phonon bands are much simplified. Real transverse branches flatten at lower frequencies along some directions, at roughly 2.4 THz in germanium and 4.5 THz in silicon at the zone edge along [100], the real longitudinal branches reach higher frequencies there than the model's cutoffs, roughly 7.2 and 12.3 THz, and both crystals have optical branches. With the speeds and primitive-cell spheres held fixed, linear branches would give 340 MW/(m² K), 2.8 times the main result. Enlarging the spheres to hold twice as many states, a crude allowance for optical modes that also raises the acoustic cutoffs, gives 235 MW/(m² K). Both changes raise the conductance. Flattening the transverse branches near the zone-edge frequencies above, with the sound speeds held fixed, would instead lower it, to about 63 MW/(m² K), while raising only the longitudinal cutoffs to the zone-edge values would give about 160 MW/(m² K). The room-temperature conductance is thus uncertain by a factor of about two or more within this family of models. For the real crystals the main result is likely too low: a valence-force lattice model of the full zone, with optical branches and matched within about 6% to the sound speeds and to zone-edge and zone-centre frequencies, gives about 280 MW/(m² K) from the same diffuse rule. A real germanium–silicon interface also has strain, and may have misfit dislocations and intermixing, all left out here. Memory loss is least secure at a smooth interface and long wavelength: the transverse wavelength in germanium is 3.2 nm at 1 THz and 0.92 nm at 3 THz, and height variations much smaller than these leave the wavefronts nearly intact.

For a local hot-spot flux of 100 kW/cm², a thousand times a chip average of 100 W/cm², the main model gives an incoming-temperature drop of $100/12.0=8.3$ K, with the same relative uncertainty as its conductance; a conductance of 280 MW/(m² K) would give about 3.6 K. The local-temperature drop is 6.3 K. These are two descriptions of one heat flow, so a conductance from this model must be used with the temperatures by which it was defined.

## Values computed for the example and the checks

```
Ge c11,c12,c44: 129, 48, 67 GPa
Ge density: 5.32 g/cm3; mass: 72.6 u
Ge speeds L,T: 5.313, 3.256 km/s
Ge zone radius: 10.932 nm^-1
Ge cutoffs L,T: 5.886, 3.607 THz
Si c11,c12,c44: 166, 64, 80 GPa
Si density: 2.33 g/cm3; mass: 28.1 u
Si speeds L,T: 9.011, 5.418 km/s
Si zone radius: 11.392 nm^-1
Si cutoffs L,T: 10.401, 6.254 THz
Slowness sums Ge,Si: 0.22407, 0.08044 (km/s)^-2
Low-frequency tau Ge->Si, Si->Ge: 0.2642, 0.7358
1 THz k Ge L,T: 1.188, 1.955 nm^-1
1 THz k Si L,T: 0.698, 1.165 nm^-1
1 THz channels Ge,Si: 0.7209, 0.2547 nm^-2
1 THz tau Ge->Si: 0.2611
3 THz k Ge L,T: 3.722, 6.837 nm^-1
3 THz k Si L,T: 2.122, 3.628 nm^-1
3 THz channels Ge,Si: 8.5422, 2.4537 nm^-2
3 THz tau Ge->Si: 0.2231
5 THz k Ge L,T: 7.065, 0.000 nm^-1
5 THz k Si L,T: 3.637, 6.719 nm^-1
5 THz channels Ge,Si: 3.9718, 8.2376 nm^-2
5 THz tau Ge->Si: 0.6747
8 THz tau Si->Ge: 0.0000
Ge transverse wavelength at 1 THz: 3.213 nm
Ge transverse wavelength at 3 THz: 0.919 nm
Random channels A,B: 12, 5; samples: 4000
Random unitary tau: 0.2939; rule: 0.2941
Reciprocal tau: 0.2781; rule: 0.2778
Random local/incoming occupation drop: 0.5004
G at 300 K: 120.45 MW/(m2 K) = 12045.292 kW/(cm2 K)
G from finite temperature difference: 120.44 MW/(m2 K)
G at 400 K: 122.60 MW/(m2 K)
G at 2 K, integral: 4829.403 W/(m2 K)
G at 2 K, cubic law: 4826.618 W/(m2 K)
Heat-weighted tau Ge->Si,Si->Ge: 0.3347, 0.1397
Local/incoming temperature drop: 0.7628
G using local temperatures: 157.91 MW/(m2 K)
Hot-spot heat flux: 100 kW/cm2
Incoming temperature drop: 8.302 K
Local temperature drop: 6.333 K
Anisotropic (001) low-frequency tau Ge->Si: 0.2619
G with linear dispersion: 339.81 MW/(m2 K)
G with extended zone: 235.32 MW/(m2 K)
G with full frequency mixing: 202.33 MW/(m2 K)
Flat shear tau Ge->Si,Si->Ge: 0.3136, 0.8684
Diffuse single-shear tau Ge->Si: 0.2653
```
